\section*{Phonon angular momentum from a temperature gradient in gyrotropic crystals, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one circular mode to the response tensor}

\subsection{Definitions and conventions}

Atom $s$ of cell $L$ has mass $m_s$, rest position $\mathbf r_{Ls}$ and displacement $\mathbf u_{Ls}$. The phonon angular momentum density studied here is
\begin{equation}
\mathbf J=\frac1V\sum_{Ls}\langle \mathbf u_{Ls}\times m_s\dot{\mathbf u}_{Ls}\rangle ,
\label{def}
\end{equation}
where $V$ is the crystal volume. It measures the circulation of atoms about their own sites. Angular momentum of the body as a whole about an outside point is a separate quantity, and returns at the end as a recoil.

The crystal is a non-magnetic insulator with harmonic forces. Anharmonicity and defects enter through one relaxation time $\tau$. A vibration of wavevector $\mathbf k$ and branch $\sigma$ has the form
\begin{equation}
\mathbf u_{Ls}\propto \mathrm{Re}\,\frac{\mathbf e_s}{\sqrt{m_s}}\,e^{i(\mathbf k\cdot\mathbf r_{Ls}-\omega t)},\qquad \sum_s \mathbf e_s^*\cdot\mathbf e_s=1 .
\label{wave}
\end{equation}
The vectors $\mathbf e_s$ form an eigenvector $e$ of the mass-weighted dynamical matrix, $D(\mathbf k)e=\omega^2e$. The phase in (\ref{wave}) contains the full atomic position, not just the cell position. Lengths are in nm, times in ps and temperatures in K; 1 nm/ps is 1 km/s. The quantity sought is the tensor $\alpha$ in
\begin{equation}
J_i=\sum_j\alpha_{ij}\,\partial_jT .
\label{alphadef}
\end{equation}

\subsection{One circular mode}

Take a single atom with $\mathbf e=(1,i,0)/\sqrt2$. At $\mathbf r=0$, equation (\ref{wave}) gives $\mathbf u=A(\cos\omega t,\sin\omega t,0)$, a counterclockwise circle seen from $+z$. Its angular momentum is $mA^2\omega$ along $+z$. Its energy is the sum of equal kinetic and potential parts, $E=mA^2\omega^2$. Hence $J_z=E/\omega$ for this one oscillator. With $E=\hbar\omega(n+\tfrac12)$, the angular momentum is $\hbar(n+\tfrac12)$. A linear polarization gives zero, because $\mathbf u$ and $\dot{\mathbf u}$ are then parallel.

For a general polarization the factor $+1$ is replaced by
\begin{equation}
\mathbf l=-i\sum_s\mathbf e_s^*\times\mathbf e_s .
\label{l}
\end{equation}
For the circle, $(\mathbf e^*\times\mathbf e)_z=\tfrac12[i-(-i)]=i$, so $l_z=+1$ as required.

\subsection{All modes of a crystal}

With $N$ cells, the displacement operator is
\begin{equation}
\mathbf u_{Ls}=\sum_{\mathbf k\sigma}\sqrt{\frac{\hbar}{2m_s\omega N}}\left[\mathbf e_s a\,e^{i\mathbf k\cdot\mathbf r_{Ls}}+\mathbf e_s^*a^\dagger e^{-i\mathbf k\cdot\mathbf r_{Ls}}\right],
\end{equation}
with mode labels left off $\mathbf e_s$, $\omega$ and $a$. Since $a$ varies as $e^{-i\omega t}$, the velocity has an extra factor $-i\omega$ in the first term and $+i\omega$ in the second.

Suppose that the state is described by mode populations alone: $\langle a^\dagger a\rangle=n$, $\langle aa^\dagger\rangle=n+1$, and all other pair averages vanish. The sum over cells gives $N$, which cancels the $1/N$ of the two amplitudes. The masses cancel as well, and
\begin{align}
V\mathbf J&=\sum_{\mathbf k\sigma}\frac{\hbar}{2\omega}\sum_s\left[i\omega\,\mathbf e_s\times\mathbf e_s^*(n+1)-i\omega\,\mathbf e_s^*\times\mathbf e_s\,n\right]\nonumber\\
&=\sum_{\mathbf k\sigma}\frac{\hbar}{2}\,\mathbf l\,[(n+1)+n]
=\sum_{\mathbf k\sigma}\hbar\,\mathbf l\left(n+\tfrac12\right).
\label{Jmodes}
\end{align}
The second line uses $\mathbf e\times\mathbf e^*=-\mathbf e^*\times\mathbf e$. This is the one-atom result with $\mathbf l$ in place of $+1$.

The restriction to populations is an assumption. Two branches closer in frequency than about $1/\tau$ can keep a mutual coherence, which (\ref{Jmodes}) omits. The second half measures what this costs.

\subsection{Why equilibrium gives nothing}

The real-space force constants are real, so $D(-\mathbf k)=D(\mathbf k)^*$. The conjugate of $D(\mathbf k)e=\omega^2e$ then says that $e^*$ is an eigenvector at $-\mathbf k$ with the same frequency. Inserting $\mathbf e_s^*$ for $\mathbf e_s$ in (\ref{l}) exchanges the factors of the cross product:
\begin{equation}
\omega(-\mathbf k)=\omega(\mathbf k),\qquad \mathbf l(-\mathbf k)=-\mathbf l(\mathbf k).
\label{TR}
\end{equation}
This is time reversal: the reversed wave runs backward and its atoms circulate backward. The equilibrium population
\begin{equation}
n_0=\frac1{e^x-1},\qquad x=\frac{\hbar\omega}{k_BT},
\end{equation}
depends on $\omega$ alone, so the terms of (\ref{Jmodes}) at $\mathbf k$ and $-\mathbf k$ cancel, the zero-point part included. A magnetic crystal can break the reality of the effective dynamics, and the argument then does not apply.

Inversion symmetry acts differently. It maps a wave at $\mathbf k$ to one at $-\mathbf k$, carries each atom to its inversion partner, and reverses both $\mathbf u$ and $\dot{\mathbf u}$. Their cross product is unchanged, so $\mathbf l(-\mathbf k)=\mathbf l(\mathbf k)$ for a nondegenerate mode. Together with (\ref{TR}) this forces $\mathbf l=0$. A crystal with inversion therefore has no circular nondegenerate modes that a gradient could populate unevenly.

\subsection{A crystal for trying the formulas}

The trial crystal has three equal atoms per cell on a helix along $z$. The hexagonal cell has $a=0.45$ nm and $c=0.60$ nm; atom $s=0,1,2$ sits at angle $2\pi s/3$, height $cs/3$ and radius 0.12 nm. This is a right-handed helix, of point class 32: a threefold axis along $z$ and twofold axes across it.

Atoms up to 0.52 nm apart are joined by unstretched central springs of strength
\begin{equation}
K(d)=(50\ \mathrm{N/m})\,\exp[-(d-0.28\ \mathrm{nm})/(0.05\ \mathrm{nm})].
\end{equation}
The shortest bond is 0.288 nm, with $K\approx42$ N/m. The mass is 128 u. A spring along the unit vector $\hat{\mathbf d}$ has energy $\tfrac12K[\hat{\mathbf d}\cdot(\mathbf u_s-\mathbf u_{s'})]^2$. Its force on atom $s$, applied to a wave of the form (\ref{wave}), gives
\begin{equation}
D_{ss}\ni\frac Km\,\hat{\mathbf d}\hat{\mathbf d}^{T},\qquad
D_{ss'}\ni-\frac Km\,\hat{\mathbf d}\hat{\mathbf d}^{T}e^{i\mathbf k\cdot\mathbf d},
\end{equation}
to be summed over the springs that start at $s$.

A mode of this crystal was followed in time, and its averaged $\mathbf u\times m\dot{\mathbf u}$, summed over the atoms of a cell, was divided by energy over frequency. The result was $l_z=-0.116294$, equal to the value from (\ref{l}) to all printed digits. At 60 random wavevectors the components of $\mathbf l$ reached 0.648, and (\ref{TR}) held branch by branch.

The control case has helix radius $a/3=0.15$ nm. In units of the cell vectors the atoms then sit at $(\tfrac13,0,0)$, $(0,\tfrac13,\tfrac13)$ and $(-\tfrac13,-\tfrac13,\tfrac23)$. With $\mathbf t=(-\tfrac13,\tfrac13,\tfrac13)$, the second is the first plus $\mathbf t$. The third is the first plus $2\mathbf t$, up to the cell vector $(0,1,0)$, and $3\mathbf t$ is itself a cell vector. All atoms thus form a single Bravais lattice, which has inversion symmetry. The largest component of $\mathbf l$ at the same wavevectors fell to $3\times10^{-13}$, which is rounding error.

\subsection{One pair of modes in a gradient}

Return to a single pair, $\mathbf k$ and $-\mathbf k$, with angular momenta $\pm\mathbf l$. Its contribution to $V\mathbf J$ is $\hbar\mathbf l\,(n_{\mathbf k}-n_{-\mathbf k})$. A net value needs unequal populations of waves running in opposite directions, and a heat current supplies this imbalance.

Phonons move with the group velocity $\mathbf v=\partial\omega/\partial\mathbf k$. Differentiate $e^\dagger De=\omega^2$ with respect to $k_j$. The terms with derivatives of $e$ add up to $\omega^2\,\partial_{k_j}(e^\dagger e)=0$, so
\begin{equation}
v_j=\frac{1}{2\omega}\,e^\dagger\frac{\partial D}{\partial k_j}\,e .
\label{v}
\end{equation}
Since $\omega$ is even in $\mathbf k$, the velocity is odd.

In a steady state, drift balances relaxation toward the local equilibrium:
\begin{equation}
\mathbf v\cdot\nabla n=-\frac{n-n_0(T(\mathbf r))}{\tau}.
\label{BTE}
\end{equation}
Its bounded solution averages the equilibrium populations of the places from which the phonons came:
\begin{equation}
n(\mathbf r)=\int_0^\infty ds\,e^{-s}\,n_0\big(T(\mathbf r-\mathbf v\tau s)\big).
\label{path}
\end{equation}
To verify it, call the second factor $f(s)$. Moving $\mathbf r$ along $\mathbf v$ undoes an increase of $s$, so $\mathbf v\cdot\nabla f=-f'(s)/\tau$. Integration by parts gives
\begin{equation}
\mathbf v\cdot\nabla n=-\frac1\tau\int_0^\infty ds\,e^{-s}f'(s)=-\frac1\tau\left[-f(0)+n\right],
\end{equation}
which is (\ref{BTE}), because $f(0)=n_0(T(\mathbf r))$.

For a uniform gradient, expand $f$ to first order and use $\int_0^\infty s\,e^{-s}ds=1$:
\begin{equation}
\delta n=-\tau\,(\mathbf v\cdot\nabla T)\,\frac{\partial n_0}{\partial T},\qquad
\frac{\partial n_0}{\partial T}=\frac{x}{4T\sinh^2(x/2)} .
\label{dn}
\end{equation}
The sign is as expected: modes that run toward the hot side come from colder places and are underpopulated. If $\tau$ is the same at $\pm\mathbf k$, then $\delta n$ is odd in $\mathbf k$. It adds no energy density, so the relaxation term respects energy conservation at this order.

\subsection{The response tensor}

Insert (\ref{dn}) into (\ref{Jmodes}) and compare with (\ref{alphadef}):
\begin{equation}
\boxed{\;\alpha_{ij}=-\frac{\hbar}{V}\sum_{\mathbf k\sigma}\tau\,l_i\,v_j\,\frac{\partial n_0}{\partial T}\;}
\label{alpha}
\end{equation}
Both $l_i$ and $v_j$ are odd in $\mathbf k$, so their product is even and the pair adds where equilibrium cancelled. The same $\delta n$ carries heat. The energy current $V^{-1}\sum\hbar\omega v_z\delta n$, set equal to $-\kappa_{zz}\partial_zT$, gives
\begin{equation}
\kappa_{zz}=\frac1V\sum_{\mathbf k\sigma}\tau v_z^2\,\hbar\omega\,\frac{\partial n_0}{\partial T}.
\label{kappa}
\end{equation}
Every term of $\kappa_{zz}$ is positive or zero, whereas the terms of $\alpha$ have both signs.

The next order of (\ref{path}) is proportional to $(\tau\mathbf v\cdot\nabla T)^2$. It is even in $\mathbf k$, while $\mathbf l$ is odd, so it drops out of $\mathbf J$. For $\tau=5$ ps, $T=300$ K and a gradient of 1 K/$\mu$m, the temperature change over the longest mean free path is $5\times10^{-5}$ of $T$. With these inputs the integral (\ref{path}), evaluated for all modes of a $13\times13\times12$ mesh, gave the same $J_z$ as (\ref{alpha}) to seven decimals in their ratio.

\subsection{Three modes on the helix axis}

At high temperature $x\ll1$, $\sinh(x/2)\to x/2$ and $\partial n_0/\partial T\to1/(xT)=k_B/\hbar\omega$. A mode then contributes to $\alpha_{zz}$ in proportion to $-l_zv_z/\omega$. The three lowest branches at $k_z=2.618$ nm$^{-1}$, halfway from the zone centre to the zone face, give
\begin{align}
\text{branch 1:}\quad&-\frac{(-0.9725)(1.5657)}{2\pi(0.6861)}=+0.353\ \mathrm{nm},\nonumber\\
\text{branch 2:}\quad&-\frac{(+0.9602)(1.5694)}{2\pi(0.6890)}=-0.348\ \mathrm{nm},\\
\text{branch 3:}\quad&-\frac{(+0.0175)(2.0870)}{2\pi(0.9463)}=-0.006\ \mathrm{nm}.\nonumber
\end{align}
At $-k_z$ both $l_z$ and $v_z$ change sign, so each contribution repeats.

Branches 1 and 2 are transverse waves of opposite circulation. In an achiral crystal with a threefold axis they would be degenerate along the axis and cancel. Here the helix splits them by 0.4 percent in frequency, and the sum of the three terms is only about $-0.001$ nm. Strongly circular modes therefore do not guarantee a large response. What counts is the imbalance between circulations, summed over all directions and branches.

\section{Symmetry, a classical check and numbers}

\subsection{Symbols and results carried over}

The density $\mathbf J$ is the mean of $\mathbf u\times m\dot{\mathbf u}$ per volume, and $J_i=\sum_j\alpha_{ij}\partial_jT$. A mode has frequency $\omega$, eigenvector $e$ with atomic parts $\mathbf e_s$, group velocity $\mathbf v$, equilibrium population $n_0$ and angular momentum $\hbar\mathbf l$, where $\mathbf l=-i\sum_s\mathbf e_s^*\times\mathbf e_s$. Time reversal makes $\mathbf l$ odd in $\mathbf k$. For relaxation time $\tau$, the Boltzmann equation gave (\ref{alpha}), $\alpha_{ij}=-(\hbar/V)\sum\tau l_iv_j\,\partial n_0/\partial T$. The trial crystal is a right-handed three-atom helix of class 32 with central springs.

\subsection{Which crystals allow the effect}

Let $R$ be a rotation or rotation-inversion of the point group. The gradient turns as a vector, $\nabla T\to R\nabla T$. A cross product of two vectors acquires the determinant as well, $\mathbf J\to\det(R)\,R\mathbf J$. The crystal is unchanged by $R$, so the same $\alpha$ must connect the transformed quantities:
\begin{equation}
\alpha=\det(R)\,R\,\alpha\,R^{T}\quad\text{for every }R .
\label{sym}
\end{equation}
For $R=-1$ this reads $\alpha=-\alpha$, and inversion forbids the effect, degenerate modes included.

Averaging the right side over the group projects any matrix onto the allowed ones. The trace of this projection is the number of free components. Since $\alpha\to R\alpha R^T$ acts on the nine components as the product of two copies of $R$, its trace is $(\mathrm{tr}R)^2$, and
\begin{equation}
N_\alpha=\frac1{|G|}\sum_{R\in G}\det(R)\,(\mathrm{tr}R)^2 .
\label{count}
\end{equation}
For the symmetric part alone, $(\mathrm{tr}R)^2$ is replaced by $\tfrac12[(\mathrm{tr}R)^2+\mathrm{tr}R^2]$.

In class 32 the identity has trace 3, the two threefold rotations have trace 0 and the three twofold rotations have trace $-1$:
\begin{equation}
N_\alpha=\frac{9+2\cdot0+3\cdot1}{6}=2,\qquad
N_{\rm sym}=\frac{6+2\cdot0+3\cdot2}{6}=2 .
\end{equation}
The tensor is symmetric, and the threefold axis makes it $\mathrm{diag}(\alpha_{xx},\alpha_{xx},\alpha_{zz})$.

Lack of inversion is not sufficient. Class $-6$ contains the identity, two threefold rotations, a mirror of trace 1 and two rotation-reflections of trace $-2$. The last three have determinant $-1$, so the sum in (\ref{count}) is $9+0-1-2\cdot4=0$. Class $-62m$ contains all these operations and inherits the zero. In $-43m$ the identity gives 9, eight threefold rotations give 0, three twofold rotations give 3, six mirrors give $-6$ and six fourfold rotation-inversions give $-6$, again zero in total. Evaluating (\ref{count}) for all 21 noncentrosymmetric classes leaves 18 that allow the effect, the gyrotropic classes.

Among these, $3m$, $4mm$ and $6mm$ allow an antisymmetric part alone. There $\mathbf J=\mathbf g\times\nabla T$ with $\mathbf g$ along the polar axis, so the angular momentum is perpendicular to the gradient. The other 15 classes have a symmetric part, which permits $\mathbf J\cdot\nabla T\ne0$.

A mirror image of the crystal has $\alpha'=\det(R)R\alpha R^T$ with $R$ the mirror. For class 32 and a mirror that contains the threefold axis, this reverses all components. The computed ratio of $\alpha_{zz}$ for the left- and right-handed helices was $-1.000000$.

The Boltzmann equation has given a formula for the response tensor $\alpha$, and symmetry allows the effect in 18 of the 21 noncentrosymmetric classes. What remains is to test the formula against a classical calculation that does not assume each wave keeps its own population, and to work out the size, temperature dependence and recoil for the helix crystal.
